# Crystal-field parameters from spin-orbit states through a J pseudospin

## Three states by hand

Take an isolated $J=1$ multiplet whose moment, in units of $-\mu_B$, is $\mathbf m=\mathbf L+g_e\mathbf S=g\mathbf J$ with $g>0$. In the basis $|x\rangle,|y\rangle,|z\rangle$ one has $(m_a)_{bc}=-ig\,\epsilon_{abc}$. Time reversal $\Theta$ is complex conjugation, which reverses the imaginary $\mathbf m$, so a field-free Hamiltonian is real symmetric. Let its elements be $E_x,E_y,E_z$ on the diagonal and $H_{xz}=H_{zx}=h$. The task is to write $H$ as a polynomial in $\mathbf J$ when $H$ and $\mathbf m$ are the sole data.

**Eigenvectors.** Since $m_z(1,\pm i,0)^T=\pm g(1,\pm i,0)^T$ and $m_z(0,0,1)^T=0$, a diagonalization returns, with arbitrary phases,
$$|{-1}\rangle=\tfrac{e^{i\alpha}}{\sqrt2}(1,-i,0)^T,\quad |0\rangle=e^{i\beta}(0,0,1)^T,\quad |{+1}\rangle=\tfrac{e^{i\gamma}}{\sqrt2}(1,i,0)^T .$$

**Phases.** Let $m_+=m_x+im_y$. From $(m_x)_{zy}=ig$ and $(m_y)_{zx}=-ig$, $\langle z|m_+|v\rangle=g(v_x+iv_y)$. From $(m_x)_{yz}=-ig$ and $(m_y)_{xz}=ig$, $m_+|z\rangle=-g(1,i,0)^T$. Hence
$$\langle0|m_+|{-1}\rangle=\sqrt2\,g\,e^{i(\alpha-\beta)},\qquad \langle{+1}|m_+|0\rangle=-\sqrt2\,g\,e^{i(\beta-\gamma)} .$$
The standard $J_+$ has both elements equal to $+\sqrt2$, which requires $\beta=\alpha$ and $e^{i\gamma}=-e^{i\alpha}$.

**Hamiltonian.** For general phases, $H_{\pm\pm}=(E_x+E_y)/2$, $H_{00}=E_z$, $H_{+-}=e^{i(\alpha-\gamma)}(E_x-E_y)/2$, $H_{0-}=e^{i(\alpha-\beta)}h/\sqrt2$ and $H_{+0}=e^{i(\beta-\gamma)}h/\sqrt2$. With the fixed phases, $H_{+-}=(E_y-E_x)/2$, $H_{0-}=h/\sqrt2$ and $H_{+0}=-h/\sqrt2$.

**Projection.** The operators are $O_2^0=3J_z^2-2=\mathrm{diag}(1,-2,1)$; $O_2^2=\frac12(J_+^2+J_-^2)$, with $+-$ element $1$; and $O_2^1=\frac12\{J_z,J_x\}$, with $+0$ element $1/2\sqrt2$ and $0-$ element $-1/2\sqrt2$. Their squares have traces $6$, $2$ and $\frac12$. With $B=\mathrm{Tr}(OH)/\mathrm{Tr}\,O^2$,
$$B_2^0=\frac{E_x+E_y-2E_z}{6},\qquad B_2^2=\frac{E_y-E_x}{2},\qquad B_2^1=\frac{2\left(-\frac h4-\frac h4\right)}{1/2}=-2h .$$
The rank-1 projection is $\mathrm{Tr}(J_xH)=\sqrt2(H_{+0}+H_{0-})=0$. With the unfixed choice $\alpha=\beta=\gamma$, $H_{+0}$ changes sign, so $B_2^1=0$ and $\mathrm{Tr}(J_xH)=2h$: part of the crystal field is misread as a magnetic field, while $B_2^0$ is untouched. $H_{+-}$ also changes sign, and with it $B_2^2$.

The fixed basis obeys $\Theta|{\mp1}\rangle=-e^{-2i\alpha}|{\pm1}\rangle$ and $\Theta|0\rangle=+e^{-2i\alpha}|0\rangle$. The alternating sign was not imposed; it is what removes the odd rank.

## The general algorithm

The input is the $n=2J+1$ lowest field-free spin-orbit energies $E_i$ of an $f^N$ ion, separated by a gap from the rest, and the $n\times n$ matrices $m_x,m_y,m_z$. Now $\mathbf m\approx g_J\mathbf J$ holds approximately, and the basis defines a pseudospin.

1. **Frame.** Set $m'_a=\sum_bR_{ab}m_b$. For odd $N$ the ground doublet supplies $R$: within it $m_a=\sum_bg_{ab}s_b$ with spin-$\frac12$ matrices, and $\mathrm{Tr}\,s_bs_c=\frac12\delta_{bc}$ gives $(gg^T)_{ac}=2\,\mathrm{Tr}(m_am_c)$. Here $Z$ has the largest principal value and a positive lab-$z$ component, $X$ the smallest and a positive lab-$x$ component, and $Y=Z\times X$. Below, $x,y,z$ denote the chosen frame.
2. **Sign.** For $\mathbf m=g\mathbf J$, $[J_x,J_y]=iJ_z$ gives $\mathrm{Tr}(-im_z[m_x,m_y])=g^3\,\mathrm{Tr}J_z^2$. Multiply $\mathbf m$ by the sign of this trace, so that $M$ rises with the eigenvalue.
3. **Basis.** Diagonalize $m_z$ and label ascending eigenvalues $M=-J,\dots,J$. They must be distinct.
4. **Phases.** For $M=-J,\dots,J-1$ in turn compute $a_M=\langle M{+}1|m_+|M\rangle$ and replace $|M{+}1\rangle$ by $(a_M/|a_M|)|M{+}1\rangle$; the bra takes the conjugate factor, so the element becomes $|a_M|$. Each $a_M$ must be nonzero. One global phase remains and cancels in every matrix.
5. **Projection.** With the vectors as columns of $W$, form $\tilde H=W^\dagger\mathrm{diag}(E_i-\bar E)W$, $\bar E$ being the mean energy, and project it.

### Time reversal follows from the phases

The gap makes the manifold closed under $\Theta$, and $\Theta m_a\Theta^{-1}=-m_a$. Then $\Theta|M\rangle$ has the opposite $m_z$ eigenvalue, the spectrum is symmetric, and distinct eigenvalues give $\Theta|M\rangle=c_M|{-M}\rangle$ with $|c_M|=1$. Antilinearity turns $i$ into $-i$, so $\Theta m_+\Theta^{-1}=-m_x+im_y=-m_-$. With $\langle\phi|\psi\rangle^*=\langle\Theta\phi|\Theta\psi\rangle$,
$$a_M^*=-c_{M+1}^*c_M\langle -M{-}1|m_-|{-M}\rangle=-c_{M+1}^*c_M\,a_{-M-1}^* ,$$
because $m_-=m_+^\dagger$. All $a$ are positive, so the moduli give $a_M=a_{-M-1}$ and the phases give $c_{M+1}=-c_M$, that is $c_M=c\,(-1)^{J-M}$ with one constant $c$.

For a Hermitian, time-even $\tilde H$ the same identity gives $\tilde H_{M'M}^*=c_{M'}^*c_M\tilde H_{-M',-M}$ with $c^*_{M'}c_M=(-1)^{M'-M}$. Conjugating both sides and using hermiticity on the right,
$$\tilde H_{M'M}=(-1)^{M'-M}\tilde H_{-M,-M'} .$$

### Odd ranks vanish

Define the real tensor operators
$$\langle M'|t_{kq}|M\rangle=(-1)^{J-M'}\sqrt{2k+1}\begin{pmatrix}J&k&J\\-M'&q&M\end{pmatrix},\qquad q=M'-M .$$
The triangle rule limits $k$ to $0,\dots,2J$, which gives $\sum_k(2k+1)=n^2$ operators. Orthogonality of the $3j$ symbols makes them orthonormal under $\mathrm{Tr}(A^\dagger B)$, so $\tilde H=\sum b_{kq}t_{kq}$ with $b_{kq}=\mathrm{Tr}(t_{kq}^\dagger\tilde H)$. In $\langle -M|t_{kq}|{-M'}\rangle$ the prefactor is $(-1)^{J+M}$, and exchanging the outer columns of the symbol costs $(-1)^{2J+k}$. Relative to $\langle M'|t_{kq}|M\rangle$ the exponent is $2J+M+M'+k=2(J+M)+q+k$, so the factor is $(-1)^{k+q}$. Therefore
$$b_{kq}=\sum(t_{kq})_{M'M}(-1)^q\tilde H_{-M,-M'}=(-1)^k\sum(t_{kq})_{-M,-M'}\tilde H_{-M,-M'}=(-1)^kb_{kq}.$$
Ranks $2,4,6$ hold $5+9+13=27$ real parameters. Rank 6 needs $J\ge3$. For $J=3$ and $\frac72$ these ranks exhaust the traceless $\tilde H$; for $J\ge4$ ranks $8$ and higher are allowed.

### Stevens form

With $z=J_z$, $X=J(J+1)$ and $q>0$, set $O_k^0=p_{k0}$, $O_k^{q}=\frac14\{p_{kq},J_+^q+J_-^q\}$ and $O_k^{-q}=\frac1{4i}\{p_{kq},J_+^q-J_-^q\}$, with $p_{kk}=1$, $p_{k,k-1}=z$ and

- $p_{20}=3z^2-X$
- $p_{40}=35z^4-(30X-25)z^2+3X^2-6X$
- $p_{41}=7z^3-(3X+1)z$, $\;p_{42}=7z^2-X-5$
- $p_{60}=231z^6-(315X-735)z^4+(105X^2-525X+294)z^2-5X^3+40X^2-60X$
- $p_{61}=33z^5-(30X-15)z^3+(5X^2-10X+12)z$
- $p_{62}=33z^4-(18X+123)z^2+X^2+10X+102$
- $p_{63}=11z^3-(3X+59)z$, $\;p_{64}=11z^2-X-38$.

Pure rank $k$ means $\sum_a[J_a,[J_a,O]]=k(k+1)O$, which the program tests for all 27 operators at $J=3,\frac72,6,\frac{15}2$. They are mutually orthogonal: different $k$ are different eigenvalues of that Hermitian map, different $|q|$ occupy different diagonals, and $\pm q$ are real symmetric against imaginary antisymmetric. Hence
$$B_k^q=\mathrm{Tr}(O_k^q\tilde H)\,/\,\mathrm{Tr}(O_k^q)^2 .$$
Truncation is bounded. For any unit vector the expectation values of $\tilde H$ and of its 27-parameter part differ by at most the spectral norm $\|\tilde H_{k\ge8}\|_2$, so the min-max eigenvalues differ by no more (Weyl's inequality).

## What the parameters mean

Let $H=H_0+\lambda V$, with $H_0$ the free ion, $P$ the projector on its ground multiplet (energy $E_0$), $Q=1-P$ and $G=Q/(E_0-H_0)$. Take $S=GVP-PVG$. Since $(H_0-E_0)G=-Q$, $[H_0,S]=-(QVP+PVQ)\equiv-V_{\rm od}$, so $e^{-\lambda S}He^{\lambda S}$ has no first-order $PQ$ block. Its second-order $PP$ block is that of $[V,S]+\frac12[[H_0,S],S]$. The block-diagonal part of $V$ drops out because $S$ is off-diagonal, leaving $\frac12P[V_{\rm od},S]P=PVGVP$. Likewise $\mathbf m\to\mathbf m+\lambda[\mathbf m,S]$, and $P\mathbf mP=g_J\mathbf J$ by the Wigner–Eckart theorem:
$$H_{\rm eff}=E_0+\lambda PVP+\lambda^2PVGVP,\qquad \mathbf m_{\rm eff}=g_J\mathbf J+\lambda\,\delta\mathbf m,\quad \delta\mathbf m=P\mathbf mGVP+{\rm h.c.}$$
The term $\delta\mathbf m$ is the admixture of excited multiplets, of the same or another $J$, seen in the moment. First-order perturbation theory for $m_z$ gives $W=1+\lambda A$ with $A_{M'M}=\delta m_{z,M'M}/[g_J(M-M')]$ for $M'\ne M$; step 4 adds nothing at this order. The $a_M$ are already positive at $\lambda=0$, the off-diagonal $A$ does not enter $\langle M{+}1|[J_+,A]|M\rangle$, and $\langle M{+}1|\delta m_+|M\rangle$ selects the real $q=0$ part of $V$, so the first-order change of $a_M$ is real. $A$ is anti-Hermitian and $E_0$ commutes with $W$, so
$$\tilde H=\lambda PVP+\lambda^2\left(PVGVP+[PVP,A]\right)+O(\lambda^3)+\text{const}.$$
This needs $\lambda\,\delta m_z\ll|g_J|$. For $g_J$ near zero, or a closing gap, the labels $M$ lose their meaning.

**First order.** A spin-free, time-even one-electron field on $l=3$ is the case $J=3$ of the theorem above, so $V=\sum A_{kq}C_{kq}$ with $k=0,2,4,6$, where $C_{kq}=\sum_i\sqrt{4\pi/(2k+1)}\,Y_{kq}(\hat r_i)$. The Wigner–Eckart theorem gives $PC_{kq}P=\rho_kt_{kq}$, and $\rho_k=\langle JJ|C_{k0}|JJ\rangle/\langle JJ|t_{k0}|JJ\rangle$ from one element. So $b_{kq}=\lambda\rho_kA_{kq}+O(\lambda^2)$, and ranks $\ge8$ start at $\lambda^2$. The Stevens factor is defined by $PC_{k0}P=\theta_k\nu_kO_k^0$ with $\nu_k=\frac12,\frac18,\frac1{16}$, the prefactors of the Legendre polynomials $P_k$.

In the $LS$ limit of $f^{11}$, $|JJ\rangle$ is one determinant: seven up spins and down spins in $m=3,2,1,0$. For $k=2$, $\langle m|P_2|m\rangle\propto 12-3m^2$. With $u=\cos\theta$ and $I_n=\int_{-1}^1(1-u^2)^ndu$, partial integration gives $K=\int u^2(1-u^2)^3du=I_4/8=(I_3-K)/8$, so $\langle u^2\rangle_{m=3}=\frac19$ and $\langle P_2\rangle=-\frac13$, which fixes $\langle m|P_2|m\rangle=(12-3m^2)/45$. The seven up spins sum to $(84-84)/45=0$, the down spins to $(-15+0+9+12)/45=\frac2{15}$. With $\langle JJ|O_2^0|JJ\rangle=J(2J-1)=105$, $\theta_2=\frac{2}{15}/\frac{105}{2}=2.540\times10^{-3}$.

**Choice of axis.** Turn the ligands by $\varphi$ about $z$, so that states become $U\psi$ with $U=e^{-i\varphi J_z}$ and the true $J_z$. Then $U^\dagger m_zU=m_z$ and $U^\dagger m_+U=e^{i\varphi}m_+$. Step 4 restores positive $a_M$ with factors $e^{iM\varphi}$, so $\tilde H_{M'M}$ gains $e^{-i(M'-M)\varphi}$ and $b_{kq}\to e^{-iq\varphi}b_{kq}$ exactly. A different quantization axis builds $A$ from another component of $\delta\mathbf m$ and can change $\tilde H$ by $\lambda^2[PVP,\Delta A]$, beyond a rotation. The spectrum of the full $\tilde H$ cannot change, since $W$ is unitary.

## Worked example: $f^{11}$, $J=15/2$

Full configuration interaction (CI) in the $f$ shell stands in for an ab initio calculation, and the algorithm receives $E_i$ and $\mathbf m$ alone. The Hamiltonian is
$$H=\tfrac12\sum_{k=2,4,6}F^k\sum_qC_{kq}C_{kq}^\dagger+\zeta\sum_i\mathbf l_i\cdot\mathbf s_i+V ,$$
where the self terms $i=j$ of the product are one-electron scalars on $l=3$ and add a constant. Round model values of lanthanide size are $F^2=100000$, $F^4=70000$, $F^6=50000$ and $\zeta=2500$ cm⁻¹. The field is of angular-overlap form, $\sum_LD_L\,\mathrm{diag}(e_{|m|})D_L^\dagger$ per electron, with $D_L=e^{-i\phi l_z}e^{-i\theta l_y}$, $e_0=e_\sigma$, $e_1=e_\pi$, $e_2=e_3=0$, and five ligands $(\theta,\phi;e_\sigma,e_\pi)$ in degrees and cm⁻¹: (85, 0; 500, 150), (100, 115; 450, 150), (80, 235; 400, 100), (25, 60; 200, 50), (160, 300; 250, 100). The numerical check printed below lists all 27 parameters.

The 16 states span 389.8 cm⁻¹ (560.8 K), and the gap above them is 6571 cm⁻¹. The ground doublet has $g=2.33,\,6.43,\,10.85$ with $Z=(0.8943,0.3703,0.2515)$. It is far from axial, which does not hinder the method, because step 3 uses $m_Z$ of the whole manifold. Its eigenvalues run $0.594, 1.784,\dots,8.968$ and depart from $gM$ by at most 0.0096, small against the spacing $g=1.1959$. The $a_M$ differ from $g\sqrt{J(J+1)-M(M+1)}$ by at most $1-0.9982=0.18\%$.

In cm⁻¹, $B_2^0=0.2081$, $B_2^{1}=0.2805$, $B_2^{-1}=-0.1733$, $B_2^{2}=-0.4703$ and $B_2^{-2}=0.1173$. These must reproduce the rank-2 norm $(\sum_q|b_{2q}|^2)^{1/2}$. The values $3M^2-63.75$ are $-63,-57,-45,-27,-3,27,63,105$, each twice, so $\mathrm{Tr}(O_2^0)^2=2\times25704=51408$. The $O_2^q$ are components of one tensor, so the trace ratios $1:\frac1{12}:\frac13$ found at $J=1$ hold for any $J$:
$$51408\left[0.04331+\frac{0.07869+0.03004}{12}+\frac{0.22120+0.01376}{3}\right]=6718=(81.97)^2 .$$
The norms for $k=2,4,6$ are 81.97, 287.3 and 482.0 cm⁻¹, so rank 6 dominates although its $B_6^q$ are below $10^{-3}$ cm⁻¹; Stevens operators are not normalized. Odd ranks total $1.6\times10^{-10}$ cm⁻¹.

**Higher ranks.** The norms for $k=8,10,12,14$ are 3.42, 2.85, 4.80 and 0.075 cm⁻¹, together $\sqrt{11.70+8.13+23.08+0.01}=6.55$ cm⁻¹, or 1.2% of the total norm 567.1 cm⁻¹. $PVGVP$ couples two tensors of rank $\le6$ through a scalar $G$ and stops at rank 12; $\delta\mathbf m$ couples rank 1 with rank $\le6$, and dividing each component $q$ by $q$ keeps the rank, so $A$ has rank $\le7$ and $[PVP,A]$ cannot reach rank 14 either. Rank 14 starts at third order. Why rank 12 exceeds ranks 8 and 10 is not derived here. The largest level error of the 27 parameters is 0.66 cm⁻¹, 0.17% of the splitting and inside the Weyl bound of 2.71 cm⁻¹. The first gap becomes $191.02-168.84=22.18$ cm⁻¹ against 21.64 cm⁻¹ (31.1 K) from CI, 2.5% too large. With $\mathbf m=g\tilde{\mathbf J}$ the largest principal $g$ value of the model's ground doublet is 10.78 against 10.85; its axis need not coincide exactly with $Z$. In the lab frame, $f^{13}$ ($J=\frac72$) is reproduced to $10^{-11}$ cm⁻¹, as the counting demands, whereas $f^{12}$ ($J=6$) misses by 3.8 cm⁻¹ of 425.

**First order and axis.** The 27 coefficients differ from the projection on the free-ion multiplet by 9.5 cm⁻¹ in norm, 1.7% of the total. Single parameters move more: $B_2^0$ lies $(0.2176-0.2081)/0.2176=4.4\%$ below its first-order value, and the small $B_4^2$ goes from $-7.6\times10^{-4}$ to $-5.4\times10^{-4}$ cm⁻¹. Quantizing along $X$ and rotating back changes $\tilde H$, all ranks included, by 11.4 cm⁻¹ or 2.0% of its norm. A rank norm is invariant under rotations, yet the $k\ge8$ norm is 5.21 cm⁻¹ with the lab axis against 6.55 cm⁻¹ with $Z$. Parameters should therefore be quoted with their axis. Halving $\lambda$ from 0.04 to 0.02 divides the deviation of $m_z$ from $g_JM$ by 2.00, and the deviation from first order, the higher ranks and the axis dependence each by 4.00, which tests the orders derived above. With enlarged $F^k$ and a weak field the extracted $b_{kq}$ match the determinant formula to within $2\times10^{-5}$ of each rank's norm. At the model $F^k$, intermediate coupling raises $\theta_2$ to $2.698\times10^{-3}$.

**Unfixed phases.** One set of random phases on the 16 vectors leaves $B_2^0$ unchanged, gives the odd ranks a norm of 410 cm⁻¹ within the unchanged total of 567 cm⁻¹ (the squares add) and spoils the 27-parameter levels by up to 88 cm⁻¹. In this draw $B_2^2$ shifts merely from $-0.470$ to $-0.455$ cm⁻¹, so the odd-rank norm exposed the fault where this one parameter did not; so small a shift is an accident of the draw. A vanishing odd-rank norm is necessary but not sufficient. Phases $e^{i\theta_M}$ with $\theta_{-M}=-\theta_M$ preserve $\tilde H_{M'M}=(-1)^{M'-M}\tilde H_{-M,-M'}$, so the odd ranks stay zero, yet unless $\theta_M$ is linear in $M$ (a rotation about $z$) they mix the even ranks and in general spoil the 27 parameters. The check on step 4 is that every $a_M$ is positive.

## Computed results

```
F2,F4,F6,zeta (cm^-1): 100000.0 70000.0 50000.0 2500.0 ; g_e = 2.002319
ligands (theta,phi deg; e_sigma,e_pi cm^-1):
  (85, 0, 500, 150) (100, 115, 450, 150) (80, 235, 400, 100) (25, 60, 200, 50) (160, 300, 250, 100)
f13 J=3.5, lab frame: width 455.2, gap 8395, |k>=8| 0.000, err27 1.1e-11 cm^-1
f12 J=6.0, lab frame: width 425.0, gap 4935, |k>=8| 9.526, err27 3.8e+00 cm^-1
f11 J=7.5, lab frame: width 389.8, gap 6571, |k>=8| 5.212, err27 7.6e-01 cm^-1
ratios lam 0.04/0.02 [mz-gM, b-b1, k>=8, axis]: [2.    3.998 4.    4.   ]
theta_2: LS 2.53968e-03, interm. coupling 2.69832e-03; LS-test rel.dev 1.5e-05
theta_4: LS 4.44000e-05, interm. coupling 4.52196e-05; LS-test rel.dev 1.9e-05
theta_6: LS 2.06993e-06, interm. coupling 1.99241e-06; LS-test rel.dev 6.3e-06
axis X in lab frame: [ 0.173   0.2321 -0.9572]
axis Y in lab frame: [-0.4128  0.8995  0.1435]
axis Z in lab frame: [0.8943 0.3703 0.2515]
free-ion g_J 1.19596; fitted g of m_Z 1.19588; max|m_Z - gM| 0.0096
m_Z eigenvalues M>0 (mu_B): 0.594 1.784 2.982 4.185 5.389 6.584 7.769 8.968
a_M/(g*ladder) M=-15/2..-1/2: 1.0011 0.9982 0.9989 1.0001 1.0005 1.0002 0.9996 0.9994
rank norms k=2..14 (cm^-1): 81.966 287.317 481.987 3.421 2.852 4.804 0.075
odd-rank norm 1.6e-10 cm^-1; total norm 567.12 cm^-1
k q   B_k^q  [first order]   B_k^-q  [first order]  (cm^-1)
2 0 +2.0810e-01 [+2.1764e-01]
2 1 +2.8052e-01 [+2.9144e-01]  -1.7333e-01 [-1.7434e-01]
2 2 -4.7032e-01 [-4.9621e-01]  +1.1732e-01 [+1.2952e-01]
4 0 +1.2801e-03 [+1.2977e-03]
4 1 +1.9274e-02 [+1.9104e-02]  -1.4679e-02 [-1.4372e-02]
4 2 -5.4478e-04 [-7.5999e-04]  +2.3535e-03 [+2.3618e-03]
4 3 -1.7754e-02 [-1.7936e-02]  +5.9755e-02 [+5.9189e-02]
4 4 -1.2491e-03 [-1.3327e-03]  -2.5261e-02 [-2.5327e-02]
6 0 -3.7182e-05 [-3.6385e-05]
6 1 -1.0734e-04 [-1.0332e-04]  -6.0198e-04 [-5.9206e-04]
6 2 -4.5385e-04 [-4.4753e-04]  +1.3744e-04 [+1.3428e-04]
6 3 -7.3621e-04 [-7.2352e-04]  +4.0807e-04 [+4.0581e-04]
6 4 -2.5674e-04 [-2.5737e-04]  +1.2662e-04 [+1.2403e-04]
6 5 +4.6978e-05 [+5.0263e-05]  +2.2906e-04 [+2.4114e-04]
6 6 -1.1051e-04 [-1.1123e-04]  +2.7683e-04 [+2.7599e-04]
doublet: CI, 27-parameter level (cm^-1 from barycentre)
  1:  -190.655  -191.017
  2:  -169.012  -168.836
  3:  -121.197  -121.352
  4:   -44.134   -43.474
  5:    66.352    66.452
  6:   102.099   101.802
  7:   157.407   157.213
  8:   199.141   199.212
max level error 0.659 cm^-1; Weyl bound 2.713 cm^-1
total splitting 389.80 cm^-1 = 560.8 K; first gap 21.64 cm^-1 = 31.1 K
ground g CI: [ 2.333  6.433 10.848]  27-param with gJ: [ 2.282  6.462 10.775]
|b-b_first| 9.529 cm^-1; axis Z vs X change 11.448 cm^-1 = 2.02 %
random phases: odd norm 410.43, B20 +2.0810e-01, B22 -4.5512e-01 cm^-1
random phases: max 27-param level error 88.10 cm^-1
```
